# Dimer Implants as a Test of Linearity in Displacement Cascades

A damage calculation for an implant of diatomic ions begins with a choice. One may compute the cascade of a single atom in an undamaged target and double the number of defects, or follow both atoms together, each moving through material that the other is disturbing. The first way is cheaper and gives the correct mean number of defects if the cascade is linear. The same condition gives a dimer experiment its meaning: if doubling is right for every linear model, a measured departure from it rules all of them out.

## What linearity means

Consider a dimer of two equal atoms of mass $M$, moving at speed $v$ with total energy $2E$. When it breaks up at the surface, each atom keeps the speed $v$ and so has energy $E=Mv^2/2$. The comparison is with two separate atoms of energy $E$, at the same angle of incidence, target temperature, atom fluence and atom flux. Each separate atom enters an undamaged target, which requires a low fluence.

A cascade model is called linear here if it has three properties:

- a moving atom meets target atoms that the rest of the cascade has not altered;
- moving atoms do not act on one another;
- the number of defects is the sum of the numbers made along the separate branches.

Let $N_1$ and $N_2$ be the numbers of defects descending from the two partners. By the first two properties, the presence of partner 2 does not change the probability distribution of $N_1$, which is that of a lone atom with mean $\nu(E)$. The same holds for $N_2$. By the third property the total is $N_1+N_2$, so

$$
\langle N_1+N_2\rangle=\langle N_1\rangle+\langle N_2\rangle=2\nu(E).
$$

The mean of a sum is the sum of the means whether or not the terms are independent. The partners may therefore enter side by side and meet the same local arrangement of atoms without changing the result. No scattering law or displacement threshold has been used, which is why the conclusion covers every model with these properties.

The equality concerns means. The variance is

$$
\mathrm{Var}(N_1+N_2)=\mathrm{Var}(N_1)+\mathrm{Var}(N_2)+2\,\mathrm{Cov}(N_1,N_2),
$$

and a shared environment can make the covariance nonzero.

## A cascade that can be solved

Suppose that each collision divides the energy $E$ of a moving atom into $T$ and $E-T$, with $T$ uniform between 0 and $E$. This is hard-sphere scattering between equal masses, with binding losses neglected. An atom below the displacement threshold $E_d$ counts as zero, and one between $E_d$ and $2E_d$ counts as one. The starting atom is included in the count. Above $2E_d$,

$$
\nu(E)=\frac1E\int_0^E[\nu(T)+\nu(E-T)]\,dT=\frac2E\int_0^E\nu(T)\,dT,
$$

because the substitution $T\to E-T$ makes the two integrals equal. Multiplying by $E$ and differentiating gives $\nu+E\nu'=2\nu$, or $\nu'=\nu/E$, so $\nu=CE$. At $E=2E_d$ the integral is $E_d$, since $\nu=1$ over an interval of that length. Thus $\nu(2E_d)=1$, which fixes $C$:

$$
\nu(E)=\frac{E}{2E_d}.
$$

Now let the threshold be 12 or 18 eV with equal probability, and let both partners of a dimer meet the same value. At 1000 eV the two means per atom are $1000/24=41.67$ and $1000/36=27.78$. Two atoms should make $41.67+27.78=69.44$ defects on average, to rounding. Random branching cascades gave 69.46 for dimers and 69.49 for separate atoms.

For a given threshold the partners branch independently, so their covariance is the variance of the conditional mean, $[(41.67-27.78)/2]^2=48.2$. Twice this is 96.5, and the simulated difference in variance was 98.1. The standard deviation rose from 10.31 to 14.30 while the mean stayed the same within sampling error. A wider spread of damage from dimers is thus compatible with a linear cascade.

## Why the velocities must be equal

Linearity refers to the number of projectiles. It does not require $\nu$ to be proportional to energy, and electronic stopping breaks that proportionality.

Take a constant nuclear stopping $S_n$ and an electronic stopping proportional to speed. Let $q$ be their ratio at the starting energy $E$, so that at a lower energy $E'$ the electronic part is $qS_n\sqrt{E'/E}$. Energy lost to electrons is assumed to make no defects, and the electronic losses of recoils are left out. In a path element $dx$ the atom loses $dE'=S_n(1+q\sqrt{E'/E})\,dx$, of which $S_n\,dx$ goes into damage. The damage energy is therefore

$$
F(E)=\int_0^E\frac{dE'}{1+q\sqrt{E'/E}} .
$$

With $E'=Et^2$ and $dE'=2Et\,dt$,

$$
F=2E\int_0^1\frac{t\,dt}{1+qt}
=\frac{2E}{q}\int_0^1\left(1-\frac1{1+qt}\right)dt
=\frac{2E}{q^2}\,[q-\ln(1+q)].
$$

For $E=15$ keV and $q=0.25$ this is $30\times(0.25-0.2231)/0.0625=12.9$ keV. One atom of 30 keV in the same target starts with $q=0.25\sqrt2$ and has $F=24.4$ keV. Two 15 keV atoms deposit $2\times12.891=25.8$ keV. Comparing the dimer with one atom of the same total energy would thus show an excess of about 6% in a linear model.

Breakup changes the velocities slightly. If both atoms are singly charged at a separation of 0.25 nm, their unscreened repulsion energy is $E_C=5.76$ eV. If the repulsion acted fully before the atoms slowed down, each atom would gain a speed $w=\sqrt{E_C/M}$ in the frame of the pair. For a pair aligned with the beam, the energies would become

$$
E_\pm=\frac M2(v\pm w)^2=E+\frac{E_C}{2}\pm\sqrt{2EE_C}.
$$

The last term is 416 eV and would raise the damage energy of the faster atom by 2.6%. This is an upper estimate, because the repulsion needs about as long to act as the atoms need to stop. The term has opposite signs for the two partners, so it cancels to first order in their sum, which would change by 0.014%.

## A local law that is not linear

A simple way to break linearity is to let damage depend on the energy density that the two cascades build together. Let $u(\mathbf r)$ be the deposited damage energy per target atom, $n$ the density of target atoms, and $g(u)$ the displaced fraction. The number of defects is

$$
N=n\int g(u)\,d^3r .
$$

The linear choice $g=u/(2E_d)$ gives $N=F/(2E_d)$, in agreement with the solved cascade when $F$ replaces $E$.

Suppose instead that $g$ is convex and $g(0)=0$. For energy densities $a,b\ge0$ that are not both zero, $a$ is a weighted average of $a+b$ and 0, so convexity gives

$$
g(a)\le\frac{a}{a+b}\,g(a+b),\qquad
g(b)\le\frac{b}{a+b}\,g(a+b).
$$

Adding these yields $g(a)+g(b)\le g(a+b)$. Overlap of two cascades cannot then reduce the damage, and it raises it wherever the inequality is strict.

The quadratic law

$$
g(u)=\frac{u}{2E_d}\left(1+\frac{u}{u_0}\right)
$$

can be solved. Here $u_0$ is the energy density at which the quadratic part equals the linear part. The law is an assumption of this model, not a derived property of a material.

Let each atom deposit its energy in a Gaussian cloud of widths $w_\perp$ sideways and $w_z$ in depth, normalized so that $n\int u_i\,d^3r=F$. In one dimension the integral of a squared normalized Gaussian of width $w$ is $1/(2\sqrt\pi\,w)$. The product over three directions gives the self-overlap

$$
S\equiv\frac nF\int u_1^2\,d^3r
=\frac{F}{8\pi^{3/2}\,n\,w_\perp^2w_z}.
$$

One atom therefore makes

$$
N_{\rm atom}=\frac{1}{2E_d}\left[n\int u_1\,d^3r+\frac n{u_0}\int u_1^2\,d^3r\right]
=\frac{F}{2E_d}\left(1+\frac S{u_0}\right).
$$

For the dimer, $(u_1+u_2)^2=u_1^2+u_2^2+2u_1u_2$. With the partner overlap defined as $X\equiv(n/F)\langle\int u_1u_2\,d^3r\rangle$,

$$
N_{\rm dimer}=\frac{1}{2E_d}\left[2F+\frac{2FS+2FX}{u_0}\right]
=\frac{2F}{2E_d}\left(1+\frac{S+X}{u_0}\right).
$$

Dividing by $2N_{\rm atom}$ gives the damage ratio

$$
R=\frac{u_0+S+X}{u_0+S}=1+\frac{X}{u_0+S}.
$$

To find $X$, let the cloud centres scatter about the common entry line and mean depth with Gaussian widths $s_\perp$ and $s_z$. In one direction, two clouds a distance $\Delta$ apart have an overlap integral that is a normalized Gaussian in $\Delta$ of variance $2w^2$. If the centres have correlation $\rho$, then $\Delta$ has variance $s^2+s^2-2\rho s^2=2s^2(1-\rho)$. Averaging over $\Delta$ adds the variances, and the result is the value at zero of a Gaussian of variance $2\sigma^2$:

$$
\frac{1}{\sqrt{2\pi\cdot2\sigma^2}}=\frac1{2\sqrt\pi\,\sigma},
\qquad \sigma^2=w^2+s^2(1-\rho).
$$

Thus $X$ has the form of $S$ with $w$ replaced by $\sigma$. Independent centres have $\rho=0$.

## Reading the numbers

Take $n=50$ atoms/nm³, $E_d=15$ eV and $u_0=0.2$ eV/atom. Let $w_\perp=2.5$ nm, $w_z=3.5$ nm, $s_\perp=3.0$ nm and $s_z=3.5$ nm. The combined widths are $\sigma_\perp=3.905$ nm and $\sigma_z=4.950$ nm. With $8\pi^{3/2}=44.55$,

$$
S=\frac{12891}{44.55\times50\times2.5^2\times3.5}=0.265\ \text{eV/atom},
$$

$$
X=\frac{12891}{44.55\times50\times3.905^2\times4.950}=0.077\ \text{eV/atom}.
$$

The ratio is $R=1+0.0767/(0.2+0.2646)=1.165$. Three-dimensional energy maps with randomly placed centres gave $1.164\pm0.003$, where the uncertainty is one standard error.

In defect numbers, the linear part is $12891/30=429.7$ per atom, and the full law gives $429.7\times(1+0.2646/0.2)\approx998$. Doubling the single-atom result predicts 1996 defects per dimer, while the full law gives 2326. The nonlinearity more than doubles the damage of one atom, yet the dimer excess is 16.5%. A small excess therefore does not imply a small nonlinearity, because much of the effect may already be present in the single-atom reference.

The limits show the same thing. As $u_0\to\infty$ the law becomes linear and $R\to1$. As $u_0\to0$ the quadratic part dominates both numerator and denominator, and $R\to1+X/S=1.29$ for these widths. The geometry of the clouds then sets the excess.

Correlation between the partners, which left the linear mean untouched, now matters. With $\rho=0.3$ the centres lie closer together and $R$ rises to 1.218; the energy maps gave 1.217.

## What a measured ratio can tell

The linear result reads: if the cascade is linear, then $R=1$. Its contrapositive is that a ratio different from one, under the stated controls and with a signal proportional to the number of defects, shows a failure of additivity. The converse does not follow, as a law with saturation shows. Let

$$
g(u)=1-e^{-h(u)},\qquad h(u)=\kappa u\left(1+\frac u{u_0}\right),
$$

so that the displaced fraction cannot exceed one. Then $g''=(h''-h'^2)e^{-h}$, with $h''=2\kappa/u_0$ and $h'=\kappa(1+2u/u_0)$. For $\kappa<2/u_0$ the law is convex at small $u$ and becomes concave as $h'$ grows. Where the combined density $a+b$ lies in the convex range, overlap raises the damage. At densities so high that $g(a)+g(b)>1$, overlap lowers it, because $g(a+b)$ cannot exceed one.

With the initial slope of the quadratic law, $\kappa=1/(2E_d)$, the energy maps give $R=1.151$. With $\kappa=0.888$ atom/eV, chosen on one set of random pairs so that the two tendencies cancel, a new set gives $R=0.997$. With $\kappa=8.88$ atom/eV, the same new set of 200 pairs gives $R\approx0.86$, with a sampling error near 0.01; the average over the full distribution of separations is 0.87. The last two slopes are far above $1/(2E_d)$ and serve as counterexamples: a nonlinear cascade can show no excess, or a deficit.

The size of $R$ does not identify the law either. A convex law with a threshold, $g=(u-0.3\ \text{eV/atom})/(2E_d)$ above 0.3 eV/atom and zero below, gives $R=1.52$ for the same clouds. As the cut is lowered from 0.3 eV/atom to zero, this law becomes linear and $R$ falls continuously to 1. Some cut in between therefore gives 1.165, the same ratio as the quadratic law.

Nor does an excess identify the stage at which additivity fails. At 196.5 km/s, partners separated by 0.25 nm along the beam arrive 1.3 fs apart. Heat spreading with a diffusivity of 0.01 cm²/s, a value for disordered silicon, leaves a region of width $w_\perp$ in roughly $w_\perp^2/(4D)=1.6$ ps. The room-temperature value of the crystal, about 0.9 cm²/s, would give only 0.02 ps, so this estimate presupposes that the cascade region is disordered. The partners can therefore share a hot region, but they also leave their defects close together, where later reactions between defects can be nonlinear. Separating these causes needs further evidence, such as the dependence on temperature.

## Fluence hides the excess

At higher fluence, separate atoms also land on one another's damage. Suppose that the target remembers earlier impacts and that this memory enters the quadratic law as if the deposited energy were still present. This is a model of accumulated damage, since the heat itself is gone long before the next impact.

For two entry points a distance $b$ apart, the mean overlap is $X\exp[-b^2/(4\sigma_\perp^2)]$, because the lateral separation of the centres is now offset by $b$. For the bond length of 0.25 nm, the reduction is 0.1%. For atoms arriving at random with fluence $\Phi$, the overlaps with all other ions sum to

$$
\Phi X\int_0^\infty e^{-b^2/(4\sigma_\perp^2)}\,2\pi b\,db
=4\pi\sigma_\perp^2\Phi X\equiv mX.
$$

Here $m$ is the equivalent number of partners supplied by other ions, and the effective area $4\pi\sigma_\perp^2$ is 191.6 nm². The term $mX$ is added to $S$ for both kinds of beam, so

$$
R(\Phi)=1+\frac{X}{u_0+S+mX}.
$$

At $10^{11}$ cm⁻², $m=0.19$ and $R=1.160$. At $10^{12}$ cm⁻², $m=1.92$ and $R=1.125$. The formula gives 1.040 at $10^{13}$ cm⁻², but there the laterally averaged energy density at the peak depth is $\Phi F/(\sqrt{2\pi}\,n\sigma_z)\approx2.1$ eV/atom. At that average density the quadratic law gives a displaced fraction of about 80%, and it gives more where impacts cluster, so saturation can no longer be ignored. In the quadratic law the excess falls to half its low-fluence value when $mX=u_0+S$, which is at $m\approx6$ for these parameters. A comparison intended to reveal the full dimer effect belongs at fluences where $m$ is far below this value.

## Beside a real implant

The parameters are rough values in the regime of arsenic dimers entering silicon at 15 keV per atom, except that the stopping ratio of 0.25 is high. Standard stopping formulas give about 0.1. With the nuclear stopping still taken as constant, this would reduce the 6% excess found at equal total energy to about 2.5%. The figure depends on what is included: an energy-dependent nuclear stopping gives about 1.5%, and a standard energy partition that counts the electronic losses of recoils gives about 3.5%. Excess damage per atom from heavy dimers in silicon is an established observation, but the value 1.165 belongs to this model and its chosen $u_0$; for $u_0$ of 0.1 and 0.4 eV/atom it becomes 1.21 and 1.12. The fluences suited to the test are far below the roughly $10^{15}$ cm⁻² of a heavy source or drain implant. Among the neglected effects, saturation lowers $R$ to 1.151, and an assumed 20% reduction of $F$ by electronic losses of recoils lowers it to 1.149. An assumption that can fail badly at room temperature is that defects stay where they are made. For a rough migration barrier $E_m=0.4$ eV and an attempt rate of $10^{13}$ s⁻¹, the hop time $10^{-13}\,\mathrm{s}\times e^{E_m/(k_BT)}$ is 0.5 µs at 300 K. During the 0.52 s between overlapping impacts at a flux of $10^{12}$ cm⁻² s⁻¹, a defect could make about a million random hops of 0.235 nm. The distance grows as the square root of the number of hops, so it could wander about 230 nm if nothing trapped it, far beyond the cascade. The model therefore describes defect production; it does not determine how far migration would move the ratio of surviving defects. At 77 K the same barrier gives a hop time of order $10^{13}$ s, so a defect with this barrier is frozen and the comparison lies closer to the model. This does not hold for every defect: barriers in silicon depend on the charge state, and one of 0.18 eV gives a hop time of only 0.06 s at 77 K. The numerical output below also lists two small geometric corrections: the sideways shift caused by the Coulomb repulsion and the part of the depth profile that lies beyond the surface.

## Table of computed values

```
Linear test: energy 1000 eV, Ed 12 or 18 eV
  mean defects: formula 69.44, dimer 69.46, separate 69.49
  standard deviation: dimer 14.30, separate 10.31
  extra variance: simulated 98.1, formula 96.5
Energy per atom 15.0 keV; stopping ratio q 0.25
Nuclear stopping 1000 eV/nm; Ed 15 eV; density 50 atoms/nm^3
Cascade widths: lateral 2.5 nm, depth 3.5 nm
Centre scatter: lateral 3.0 nm, depth 3.5 nm; mean depth 12 nm
Combined widths: lateral 3.905 nm, depth 4.950 nm
Damage energy: F(E) 12.891 keV, F(2E) 24.394 keV
False excess 2F(E)/F(2E) at equal total energy: 1.0569
u0 0.20 eV/atom; self-overlap S 0.2646 eV/atom; partner overlap X 0.0767 eV/atom
Defects per atom: linear part 429.7, full law 998.2
Defects per dimer: additive 1996.3, full law 2325.8
Ratio R: formula 1.1650, simulated 1.1641 +/- 0.0026
  R for u0 = 0.1 eV/atom: 1.2103
  R for u0 = 0.4 eV/atom: 1.1154
  upper limit of R as u0 goes to zero: 1.2898
Centre correlation 0.3: R formula 1.2175, simulated 1.2167
Threshold law, cut 0.3 eV/atom: R 1.519
Capped law, same initial slope: R 1.151
Capped law tuned to hide excess: slope 0.888 atom/eV, R on new sample 0.997
Capped law, slope 8.88 atom/eV: R 0.856
Peak energy density, one atom: 0.748 eV/atom
Peak displaced fraction, quadratic law: one atom 0.118, coincident pair 0.423
Crowded surface: 8 atoms on 40 nm x 40 nm
  defects per atom, single atoms: simulated 1138.4, formula 1136.3
  defects per atom, dimers: simulated 1282.2, formula 1281.3
Effective overlap area 191.6 nm^2
  atom fluence 1e+11 cm^-2: other partners m 0.19, R 1.1600
  atom fluence 1e+12 cm^-2: other partners m 1.92, R 1.1254
  atom fluence 1e+13 cm^-2: other partners m 19.16, R 1.0396
Bond length 0.25 nm; Coulomb energy if both atoms singly charged 5.76 eV
  largest energy shift per atom 416 eV; damage energy of fast atom +2.59 %
  change of summed damage energy +0.0143 %; sideways shift 0.17 nm
Overlap lost through bond length 0.10 %; profile beyond surface 0.77 %
R if recoil electronic loss lowers F by 20 %: 1.1490
Atomic mass 75 u; speed 196.5 km/s; partner arrival gap 1.27 fs
Heat diffusivity 0.01 cm^2/s; spike cooling time 1.56 ps
Atom flux 1e+12 cm^-2 s^-1; time between overlapping impacts 0.52 s
Defect barrier 0.4 eV, attempt rate 1e+13 s^-1, hop length 0.235 nm
  hop time: 300 K 5.2e-07 s, 77 K 1.5e+13 s
  free migration between impacts at 300 K: 234 nm
```
